# Coincidence Index of Cubic Grain Boundaries from Angle and Axis

An electron moving along a polycrystalline metal line meets boundaries where the crystal changes orientation. Calculating how much of its wave is transmitted is simpler if a flat boundary repeats periodically, because a finite cell then describes it. Such a repeat needs two independent translations shared by both grains. In cubic lattices two bring a third: a rotation that carries two lattice vectors to lattice vectors also carries their cross product to the cross product of the images, and a suitable common multiple makes both products lattice vectors. Without a shared three-dimensional lattice, therefore, no such cell exists for unstrained grains; one can be built only by straining them to a nearby coincidence. The first question is therefore geometric: which rotations make two cubic lattices share a three-dimensional lattice, and how dilute is it?

## The quantity to be found

Let \(L\) be a simple, body-centred or face-centred cubic lattice. The second grain has lattice \(RL\), where \(R\) is a proper rotation, and the two have one site in common, taken as origin. The coincidence index is

\[
\Sigma=[L:L\cap RL],
\]

the number of translates of \(L\cap RL\) needed to fill \(L\). One site of \(L\) in \(\Sigma\) is shared, and the coincidence cell has \(\Sigma\) times the volume of the primitive cell. If one grain is shifted rigidly, the shared sites may disappear, but the shared translations \(L\cap RL\) remain.

The rotation has primitive axis \([hkl]\), so \(\gcd(h,k,l)=1\), and its angle satisfies

\[
\tan\frac{\theta}{2}=\frac{y}{x}\sqrt N,\qquad N=h^2+k^2+l^2,
\]

with integers \(x\ge0\), \(y>0\) and \(\gcd(x,y)=1\). The value \(x=0\), \(y=1\) means a half-turn.

Every rotation other than the identity that shares a three-dimensional lattice has this form. It carries three independent rational vectors to rational vectors, so the entries of \(R\) are rational. Then \(\cos\theta=(\operatorname{tr}R-1)/2\) is rational, and the axis, which solves \((R-I)\mathbf r=0\), can be written as a primitive \([hkl]\). The off-diagonal entries of \(R-R^T\) are \(\pm2\sin\theta/\sqrt N\) times \(h\), \(k\) and \(l\), so \(\sin\theta/\sqrt N\) is rational too. Except for a half-turn, \(\tan(\theta/2)=\sin\theta/(1+\cos\theta)\) is therefore a rational multiple of \(\sqrt N\), made positive by the choice of axis direction. Define

\[
S=x^2+Ny^2=2^e s,\qquad s\ \text{odd}.
\]

The result to be derived is \(\Sigma=s\), with \(e=0,1\) or \(2\).

## The rotation as a matrix of fractions

Both derivations need \(R\) in integers. Put \(\mathbf v=y(h,k,l)=(a,b,c)\), so that \(|\mathbf v|^2=Ny^2\) and \(S=x^2+|\mathbf v|^2\). The half-angle formulas give

\[
\cos\theta=\frac{x^2-|\mathbf v|^2}{S},\quad
\sin\theta=\frac{2x|\mathbf v|}{S},\quad
1-\cos\theta=\frac{2|\mathbf v|^2}{S}.
\]

With \([\mathbf v]_\times\mathbf r=\mathbf v\times\mathbf r\) and unit axis \(\mathbf v/|\mathbf v|\), Rodrigues' formula becomes

\[
R=\frac MS,\qquad
M=(x^2-|\mathbf v|^2)I+2\mathbf v\mathbf v^T+2x[\mathbf v]_\times .
\]

The four integers \(x,a,b,c\) have no common prime factor. A prime dividing all of them would divide \(x\), hence not \(y\), and so would divide \(h,k,l\), which is excluded.

The powers of two can now be removed. A typical diagonal entry is

\[
M_{11}=x^2+a^2-b^2-c^2=S-2(b^2+c^2),
\]

and the off-diagonal entries have the form \(2(ab\pm xc)\), with the letters permuted. An even square is \(0\) modulo 4; an odd square is \(1\) modulo 8. There are three cases.

- If one or three of \(x,a,b,c\) are odd, \(S\) is odd and \(e=0\).
- If two are odd, \(S\equiv2\pmod4\), so \(e=1\). Every entry of \(M\) is even.
- If all four are odd, \(S\equiv4\pmod8\), so \(e=2\). Here \(b^2+c^2\) and \(ab\pm xc\) are even, so every entry of \(M\) is divisible by 4.

All four cannot be even. Thus \(A=M/2^e\) is an integer matrix and

\[
R=\frac As .
\]

The even part of \(S\) is a common factor of numerator and denominator. It remains to show that no odd factor cancels and that the denominator is the index. I first take \(L=\mathbb Z^3\), with the lattice spacing as unit of length.

## First derivation: independent directions of the lattice

Suppose a prime \(p\) divides every entry of \(A\). Since \(R\) is orthogonal, \(A^TA=s^2I\), so \(p\) divides \(s\) and is odd. It then divides \(S\) and every entry of \(M\). But

\[
\operatorname{tr}M+S=(3x^2-|\mathbf v|^2)+(x^2+|\mathbf v|^2)=4x^2,
\]

so \(p\) divides \(x\). Also \(M_{11}+S=2(x^2+a^2)\), so \(p\) divides \(a\); the other diagonal entries give \(b\) and \(c\). This contradicts the absence of a common factor. The entries of \(A\) therefore have greatest common divisor 1.

Integer row and column operations, carried out as in Euclid's algorithm, bring \(A\) to its Smith form

\[
A=U\,\mathrm{diag}(d_1,d_2,d_3)\,V .
\]

Here \(U,V\) are integer matrices with integer inverses, and each positive \(d_i\) divides the next. These operations preserve the greatest common divisor of the entries, which is \(d_1\), and that of the \(2\times2\) minors, which is \(d_1d_2\). They preserve the determinant up to sign.

The first fact gives \(d_1=1\). For the second, \(\det R=1\) gives \(\det A=s^3\), while \(A^{-1}=A^T/s^2\). The matrix of cofactors is

\[
\operatorname{cof}A=(\det A)(A^{-1})^T=s^3\,\frac{A}{s^2}=sA .
\]

Its entries are the \(2\times2\) minors up to sign. Their greatest common divisor is \(s\), because that of \(A\) is 1. Hence \(d_2=s\), and \(d_1d_2d_3=s^3\) gives \(d_3=s^2\). Dividing by \(s\),

\[
R=U\,\mathrm{diag}\!\left(\frac1s,1,s\right)V .
\]

Because \(V\mathbb Z^3=\mathbb Z^3\) and \(U\mathbb Z^3=\mathbb Z^3\), the two lattices can be compared in the same basis, formed by the columns of \(U\):

\[
\mathbb Z^3\cap R\mathbb Z^3
=U\left[\left(\mathbb Z\cap\tfrac1s\mathbb Z\right)\oplus\mathbb Z\oplus(\mathbb Z\cap s\mathbb Z)\right]
=U(\mathbb Z\oplus\mathbb Z\oplus s\mathbb Z).
\]

In this basis two directions lose no sites and the third keeps one in \(s\). The index is \(s\).

## Second derivation: counting the shared sites

The same index follows by asking which sites \(\mathbf n\in\mathbb Z^3\) are shared. Such a site must equal \(R\mathbf m\) for an integer vector \(\mathbf m\), so \(\mathbf m=R^T\mathbf n\) must be an integer vector:

\[
A^T\mathbf n\equiv0\pmod s .
\]

Multiplication by \(2^e\) is reversible modulo the odd number \(s\), so \(A\) may be replaced by \(M\). Since \(S\equiv0\pmod s\),

\[
x^2-|\mathbf v|^2=2x^2-S\equiv2x^2\pmod s .
\]

Transposition reverses the sign of \([\mathbf v]_\times\). After division by 2, which is also reversible, the condition is \(K\mathbf n\equiv0\pmod s\), where

\[
K=\begin{pmatrix}
x^2+a^2&ab+xc&ac-xb\\
ab-xc&x^2+b^2&bc+xa\\
ac+xb&bc-xa&x^2+c^2
\end{pmatrix}.
\]

These look like three conditions, but they are one. Let \(p^r\) be the full power of a prime \(p\) in \(s\). At least one diagonal entry of \(K\) is not divisible by \(p\). Otherwise their sum, \(3x^2+|\mathbf v|^2=2x^2+S\), would be divisible by \(p\); then \(p\) would divide \(x\), and the separate entries would force it to divide \(a,b,c\). By cyclic relabelling of the axes, let \(K_{11}\) be such an entry. Now

\[
\begin{aligned}
K_{11}K_{22}-K_{21}K_{12}
&=(x^2+a^2)(x^2+b^2)-(a^2b^2-x^2c^2)\\
&=x^2(x^2+a^2+b^2+c^2)=x^2S,
\end{aligned}
\]

and

\[
\begin{aligned}
K_{11}K_{23}-K_{21}K_{13}
&=(x^2+a^2)(bc+xa)-(ab-xc)(ac-xb)\\
&=x^3a+xa^3+xab^2+xac^2=xaS .
\end{aligned}
\]

In the second expression the terms \(x^2bc\) and \(a^2bc\) cancel. Both results vanish modulo \(p^r\), so the second row of \(K\) is \(K_{21}/K_{11}\) times the first, where division means multiplication by the inverse modulo \(p^r\). For the third row,

\[
K_{11}K_{33}-K_{31}K_{13}=(x^2+a^2)(x^2+c^2)-(a^2c^2-x^2b^2)=x^2S,
\]

\[
K_{11}K_{32}-K_{31}K_{12}=(x^2+a^2)(bc-xa)-(ac+xb)(ab+xc)=-xaS .
\]

It too is a multiple of the first. The surviving condition is

\[
(x^2+a^2)n_1+(ab+xc)n_2+(ac-xb)n_3\equiv0\pmod{p^r}.
\]

Any \(n_2,n_3\) may be chosen, and \(n_1\) is then fixed modulo \(p^r\). One site in \(p^r\) satisfies the condition. By the Chinese remainder theorem, conditions for different primes are independent, so their fractions multiply to \(1/s\). Again \(\Sigma=s\).

## Centred lattices

Measure positions in units of half the cubic lattice parameter. The face-centred lattice is then the set of integer vectors with zero or two odd components; the body-centred lattice is the set with zero or three. Let \(\Lambda\) be either one, and let \(C=\mathbb Z^3\cap R\mathbb Z^3\), which has index \(s\) in \(\mathbb Z^3\).

For an integer vector, \(|\mathbf n|^2\) modulo 4 equals its number of odd components. Rotation preserves length. Thus if \(\mathbf n=R\mathbf m\) with both vectors integer, \(\mathbf n\) belongs to \(\Lambda\) if and only if \(\mathbf m\) does. It follows that \(\Lambda\cap R\Lambda=\Lambda\cap C\).

The lattice \(\Lambda+C\) contains \(C\), so its index in \(\mathbb Z^3\) divides \(s\). It also contains \(2\mathbb Z^3\), so that index divides 8. Since \(s\) is odd, the index is 1 and \(\Lambda+C=\mathbb Z^3\). Therefore

\[
[\Lambda:\Lambda\cap C]=[\Lambda+C:C]=[\mathbb Z^3:C]=s .
\]

The equality of the first two indices holds because two vectors of \(\Lambda\) differ by an element of \(C\) precisely when they differ by an element of \(\Lambda\cap C\). All three cubic lattices have the same \(\Sigma\).

## What each derivation assumes

Both use the parity argument and the absence of a common factor in \(x,a,b,c\). The first then uses the orthogonality of \(R\), its unit determinant and the existence of the Smith form. Its last part applies to any rational rotation written as \(A/s\) in lowest terms: the index is the denominator, however the rotation was specified.

The second needs neither the determinant nor the Smith form, but it relies on the explicit entries of \(R\). In return it identifies the shared sites. For \([001]\), \(x=3\), \(y=1\), the condition is \(9n_1+3n_2\equiv0\pmod5\), or \(3n_1+n_2\equiv0\pmod5\). The site \((1,2,0)\) satisfies it and is the rotated image of \((2,1,0)\).

Both arguments fail if \(x,a,b,c\) share an odd prime factor, which can happen when the input is not reduced. With axis \([001]\) and \(x=y=3\), \(S=18\) has odd part 9, yet the rotation is a quarter-turn and \(\Sigma=1\). The non-primitive axis \([003]\) with \(x=3\), \(y=1\) fails in the same way. Direct counting over a full period, for 127 reduced inputs with \(S\le45\), agreed with the theorem for all three lattices.

## Small angles and half-turns

Since \(\sin^2(\theta/2)=Ny^2/S\) and \(s\ge S/4\),

\[
\Sigma\ge\frac{Ny^2}{4\sin^2(\theta/2)} .
\]

For small \(\theta\) the right side approaches \(Ny^2/\theta^2\), with \(\theta\) in radians. A small rotation therefore cannot have a small coincidence index unless it is the identity. At the other end, a half-turn has \(x=0\), \(y=1\), and \(\Sigma\) is the odd part of \(N\); about \([111]\) it is 3.

## Three boundaries in a cobalt line

Take face-centred cubic cobalt in a line 20 nm wide. Its lattice parameter is about 0.35 nm; the example sets \(a_0=0.354\) nm as an input, and the third figure serves only to let the arithmetic be followed. Keep \(x=3\), \(y=1\) and change the axis. Then \(S=9+N\), and the three possible powers of two appear:

| Axis | \(S\) | \(\Sigma\) | \(\theta\) |
|---|---:|---:|---:|
| \([110]\) | 11 | 11 | 50.48° |
| \([001]\) | 10 | 5 | 36.87° |
| \([111]\) | 12 | 3 | 60.00° |

The primitive cell has volume \(a_0^3/4\), so the coincidence cells have volumes \(\Sigma a_0^3/4=0.122\), \(0.0555\) and \(0.0333\) nm³, in table order.

Let each boundary be a twist boundary, with its plane normal to the rotation axis. The planar repeat areas are 0.975, 0.313 and 0.0543 nm², which are 11, 5 and 1 times the primitive cell of one atomic layer. The last ratio is not \(\Sigma\). For \([111]\) the second derivation gives \(n_1+n_2+n_3\equiv0\pmod3\). This sum is constant within a layer, so whole layers are shared, one in three. For \([001]\) the condition does not contain \(n_3\), and each layer keeps one site in five.

The planar repeat is what a transmission calculation uses. If the relaxed boundary keeps this period, the electron's crystal momentum along the boundary is conserved up to a reciprocal vector of the repeat lattice. The transmitted fraction still depends on the electronic states and the boundary potential, so \(\Sigma\) alone does not fix the resistance.

## How close a real boundary must be

The theorem requires the exact angle. Suppose the twist is off by \(\delta=0.5^\circ\). Across the width \(w=20\) nm the relative displacement is

\[
2w\sin(\delta/2)=0.175\ \text{nm}.
\]

The natural scale for comparison is the shortest in-plane vector of \(L+RL\). Shifting the second grain by \(\mathbf l+R\mathbf l'\), with \(\mathbf l,\mathbf l'\in L\), moves its lattice to \(RL+\mathbf l\), and the coincidence pattern merely moves by \(\mathbf l\). The shortest such in-plane vectors have lengths \(b=0.0755\), \(0.112\) and \(0.145\) nm, in table order. For \([111]\) the step requires an \(\mathbf l\) with a component normal to the boundary, so the pattern moves to a neighbouring layer and the boundary plane must move with it. If that plane stays fixed, the shortest step for \([111]\) is \(a_0/\sqrt2=0.250\) nm, which the mismatch does not reach. The mismatch exceeds all three values of \(b\). It would equal one step at deviations of 0.22°, 0.32° and 0.41°. The mismatch grows by one step \(b\) over a distance \(b/[2\sin(\delta/2)]\), or 8.65, 12.8 and 16.6 nm. For \([111]\) with the boundary plane fixed, the longer step of 0.250 nm gives 28.7 nm instead. If the boundary gathers the mismatch into dislocations, this distance sets the scale of their spacing, not its exact value. For \([110]\) the in-plane lattice of \(L+RL\) is rectangular, and the perpendicular step \(a_0/\sqrt{11}=0.107\) nm gives 12.2 nm for the second set. Patches of the ideal pattern can then lie between them.

Strain matters when it differs between the grains. As a simple model, let each be stretched by \(\varepsilon=0.2\%\), without lateral contraction, along its own \([100]\) direction, that of the second grain being the image under \(R\) of that of the first, and let \(\phi\) be the angle between these directions. The difference of the two strain matrices has zero trace and rank two, and the trace of its square is \(2\varepsilon^2\sin^2\phi\). Its nonzero eigenvalues are thus \(\pm\varepsilon\sin\phi\). For \([001]\), \(\cos\phi=4/5\), so the largest mismatch over 20 nm is \(20\times0.002\times0.6=0.024\) nm. For \([110]\) and \([111]\) it is 0.023 and 0.030 nm, and part of this displacement is normal to the boundary. Even these full lengths are only between about a fifth and a third of the corresponding in-plane step \(b\). Another choice of cube axis in the second grain changes \(\phi\), but the mismatch cannot exceed \(\varepsilon w=0.040\) nm, about half of the smallest \(b\). Uniform thermal expansion common to both grains scales \(L\) and \(RL\) together and leaves \(\Sigma\) unchanged.

Cobalt is used in narrow interconnects, and a width of 20 nm is of the relevant order; the deviation and strain are assumed values. A real boundary need not lie at the ideal angle, and here half a degree accumulates a mismatch larger than \(b\) across the line, although for \([111]\) a step of length \(b\) also requires the boundary plane to move. On a boundary that deviates from the ideal angle in this way, a label such as \(\Sigma5\) names the nearby ideal rotation, not an exact shared lattice. Cobalt can also be hexagonal, the stable form at room temperature in bulk; the cubic theorem does not apply to those grains. The full numerical output follows.

## Computed results

```
rotations tested: 127
rotations with removed factor 1, 2, 4: 74 43 10
largest S tested: 45
x=3 y=3 [001]: odd part 9, counted index 1
x=3 y=1 [003]: odd part 9, counted index 1
fcc Co lattice parameter (rough): 0.354 nm
line width: 20.0 nm
assumed angular deviation: 0.50 deg
assumed strain along each grain's [100]: 0.20 %
mismatch from angular deviation across line: 0.1745 nm
[110] x=3 y=1: S=11, factor=1, Sigma=11
[110] angle: 50.479 deg
[110] Sigma*R rows: [[9, 2, 6], [2, 9, -6], [-6, 6, 7]]
[110] coincidence cell: 0.12200 nm^3
[110] planar repeat: 0.97473 nm^2
[110] planar repeat / layer cell: 11
[110] shortest in-plane L+RL vector: 0.0755 nm
[110] deviation giving one such step: 0.216 deg
[110] dislocation spacing at deviation: 8.65 nm
[110] largest strain mismatch across line: 0.0230 nm
[001] x=3 y=1: S=10, factor=2, Sigma=5
[001] angle: 36.870 deg
[001] Sigma*R rows: [[4, -3, 0], [3, 4, 0], [0, 0, 5]]
[001] coincidence cell: 0.05545 nm^3
[001] planar repeat: 0.31329 nm^2
[001] planar repeat / layer cell: 5
[001] shortest in-plane L+RL vector: 0.1119 nm
[001] deviation giving one such step: 0.321 deg
[001] dislocation spacing at deviation: 12.83 nm
[001] largest strain mismatch across line: 0.0240 nm
[111] x=3 y=1: S=12, factor=4, Sigma=3
[111] angle: 60.000 deg
[111] Sigma*R rows: [[2, -1, 2], [2, 2, -1], [-1, 2, 2]]
[111] coincidence cell: 0.03327 nm^3
[111] planar repeat: 0.05426 nm^2
[111] planar repeat / layer cell: 1
[111] shortest in-plane L+RL vector: 0.1445 nm
[111] deviation giving one such step: 0.414 deg
[111] dislocation spacing at deviation: 16.56 nm
[111] largest strain mismatch across line: 0.0298 nm
```
